# How a 200 fs pulse drives a 1 THz magnon

## Question

I'm stuck on an exercise about exciting spin waves with light. A 1 THz magnon is driven by a force that follows a Gaussian intensity pulse of 200 fs full width at half maximum (FWHM). I have to show that its amplitude is about 0.87 of the "equal-area impulsive limit".

I understand that a very short force acts like a hammer blow, and that a longer one should be less effective. I guessed that the reduction is $\exp(-\omega^2\tau^2/2)$ with $\tau=200$ fs, but that gives about 0.45.

What is wrong with my guess, and where does the reduction come from? Does it matter whether the 200 fs belongs to the intensity or to the electric field? And would the answer survive in a real magnet, with damping and a force that doesn't follow the light perfectly?

## Answer

Your exponential has the right form, but its $\tau$ must be the standard deviation of the pulse, and you inserted the FWHM. The derivation below shows where the exponential comes from and which width enters it.

### The model

Take a uniform magnon in an antiferromagnet. Let $q$ be the small angle by which the Néel vector, the difference between the two sublattice magnetizations, turns away from its equilibrium direction. I assume one undamped harmonic mode, at rest before the pulse:

$$
\ddot q+\omega^2q=g(t).
$$

Here $\omega$ is the angular frequency of the mode, given below in rad/fs, and the magnon energy is $\hbar\omega$. The inertia of the mode has been absorbed into the force $g$. I also assume that $g$ is proportional to the cycle-averaged light intensity at the same instant. The 1 THz is therefore the frequency of the magnon, not that of the light.

The area of the force is

$$
P=\int_{-\infty}^{\infty}g(t)\,dt .
$$

"Equal area" means that $P$ is held fixed while the pulse is made shorter, so its peak must rise.

### The impulsive limit

Let the whole force act between $-\epsilon$ and $\epsilon$. Integrating the equation of motion over this interval gives

$$
\dot q(\epsilon)-\dot q(-\epsilon)+\omega^2\int_{-\epsilon}^{\epsilon}q\,dt=P .
$$

The velocity stays finite, of order $P$, so $q$ is at most of order $P\epsilon$ and the remaining integral is of order $P\epsilon^2$. It vanishes as $\epsilon\to0$. The kick therefore leaves $q=0$ and $\dot q=P$. The free motion with these starting values is

$$
q(t)=\frac{P}{\omega}\sin\omega t,\qquad A_{\rm imp}=\frac{P}{\omega}.
$$

### A pulse as a sequence of kicks

During a short interval $dt'$ the real pulse delivers a kick of area $g(t')\,dt'$. The equation is linear, so the responses add:

$$
q(t)=\frac1\omega\int_{-\infty}^{t}g(t')\sin\omega(t-t')\,dt'.
$$

You can verify this by differentiating. In the first derivative, the contribution of the upper limit is $g(t)\sin 0/\omega=0$, which leaves

$$
\dot q(t)=\int_{-\infty}^{t}g(t')\cos\omega(t-t')\,dt'.
$$

In the second derivative the upper limit contributes $g(t)\cos0=g(t)$:

$$
\ddot q(t)=g(t)-\omega\int_{-\infty}^{t}g(t')\sin\omega(t-t')\,dt'
=g(t)-\omega^2q(t).
$$

This is the original equation, and $q$ and $\dot q$ both vanish long before the pulse.

Once the pulse is over, the upper limit can be moved to infinity. Use

$$
\sin\omega(t-t')=\sin\omega t\cos\omega t'-\cos\omega t\sin\omega t'.
$$

For a pulse symmetric about $t=0$, the integral of $g(t')\sin\omega t'$ is zero, because the integrand is odd. Hence

$$
q(t)=R\,\frac P\omega\sin\omega t,\qquad
R=\frac{\int g(t')\cos\omega t'\,dt'}{\int g(t')\,dt'} .
$$

So $R$ is the mean of $\cos\omega t'$, weighted by the force. Kicks that arrive before or after the pulse centre start oscillations that are out of step with the central one, and part of their effect cancels. A force of one sign cannot give $|R|>1$, since no cosine exceeds one in size.

### The Gaussian and its width

Write the force as $g(t)=g_0e^{-t^2/2s^2}$, where $s$ is the standard deviation. It falls to half its peak at $t=\tau/2$:

$$
e^{-\tau^2/8s^2}=\frac12
\quad\Rightarrow\quad
s^2=\frac{\tau^2}{8\ln2}.
$$

Now define

$$
J(\omega)=\int_{-\infty}^{\infty}e^{-t^2/2s^2}\cos\omega t\,dt .
$$

Differentiate with respect to $\omega$, and use $t\,e^{-t^2/2s^2}=-s^2\,\frac{d}{dt}e^{-t^2/2s^2}$:

$$
\frac{dJ}{d\omega}=-\int t\,e^{-t^2/2s^2}\sin\omega t\,dt
=s^2\int\left(\frac{d}{dt}e^{-t^2/2s^2}\right)\sin\omega t\,dt .
$$

Integrate by parts. The boundary term vanishes and the derivative of the sine gives $\omega\cos\omega t$, so

$$
\frac{dJ}{d\omega}=-s^2\omega J
\quad\Rightarrow\quad
J(\omega)=J(0)\,e^{-\omega^2s^2/2}.
$$

The peak force $g_0$ cancels in $R=J(\omega)/J(0)$, and

$$
\boxed{R=e^{-\omega^2s^2/2}=\exp\left(-\frac{\omega^2\tau^2}{16\ln2}\right)}
$$

Your guess had $\tau$ in the place of $s$, which makes the exponent $8\ln2\approx5.5$ times too large.

### The numbers

The angular frequency is $\omega=2\pi f=0.006283$ rad/fs, so

$$
\omega\tau=0.006283\times200=1.2566,
$$

$$
\frac{\omega^2\tau^2}{16\ln2}=\frac{(1.2566)^2}{11.0904}=0.1424,
\qquad R=e^{-0.1424}=0.867 .
$$

This is the required 0.87. If the short kick would give an amplitude of 0.01 rad, the 200 fs pulse gives 0.00867 rad. The energy left in the mode is proportional to the amplitude squared, so it is $R^2=0.75$ of the impulsive value. Direct numerical integration of the equation of motion, from rest at $-1200$ fs to $+1200$ fs, also gives $R=0.8673$.

For short pulses, $\cos\omega t'\approx1-\omega^2t'^2/2$, and the mean of $t'^2$ is $s^2$. This gives $R\approx1-\omega^2s^2/2=0.858$. It lies slightly low because the next term of the exponential, $+(0.1424)^2/2\approx0.010$, has been dropped.

### Longer pulses: fixed area or fixed peak

At fixed area and frequency, doubling the width multiplies the exponent by four, so $R$ becomes $R^4$:

| FWHM (fs) | $R$ |
|---:|---:|
| 50 | 0.991 |
| 100 | 0.965 |
| 200 | 0.867 |
| 400 | 0.566 |

The amplitude falls to half the impulsive value when the exponent equals $\ln2$, that is, at $\tau=4\ln2/\omega=441$ fs. The magnon period is 1000 fs, so "shorter than a period" is not enough to make a pulse impulsive.

If the peak force is fixed instead, a longer pulse also delivers more area. With $P=\sqrt{2\pi}\,g_0s$,

$$
A=\frac{\sqrt{2\pi}\,g_0}{\omega}\,s\,e^{-\omega^2s^2/2},
\qquad
\frac{dA}{ds}\propto(1-\omega^2s^2)\,e^{-\omega^2s^2/2}.
$$

The largest amplitude occurs at $\omega s=1$. Your pulse has $\omega s=0.534$, so the best FWHM at fixed peak force is $200/0.534\approx375$ fs. A ratio $R$ below one therefore doesn't by itself mean that the pulse should be shortened. That depends on what is held fixed.

### Intensity or field?

It matters. If 200 fs were the FWHM of the *field envelope*, the intensity would be the square of that Gaussian. Squaring doubles the coefficient of $t^2$ in the exponent, which halves $s^2$. The exponent of $R$ is then $0.0712$, and $R=0.931$. Your exercise specifies the intensity, so 0.867 applies.

A different question is how the light acts on the spins. In some mechanisms it acts as an effective magnetic field $h(t)$ whose time derivative drives the Néel vector. With constants absorbed into $h$, the force is $g=\dot h$. After the pulse, integration by parts gives

$$
q(t)=\frac1\omega\int\dot h(t')\sin\omega(t-t')\,dt'
=\int h(t')\cos\omega(t-t')\,dt' .
$$

The sign is positive because the minus sign from integration by parts cancels the one from differentiating $\sin\omega(t-t')$ with respect to $t'$. For a symmetric Gaussian $h$ of area $H$, this is $q=RH\cos\omega t$. A very short field pulse gives $H\cos\omega t$, so the ratio is again $R$. "Equal area" must now refer to $h$, since the area of $\dot h$ is zero.

### What changes in a less ideal case

For a force without the left-right symmetry used above, both the cosine and the sine integrals survive. Adding their squares gives the general undamped result

$$
A=\frac1\omega\left|\int g(t')e^{i\omega t'}dt'\right| .
$$

The following changes are relative to $R=0.867$, with one assumption altered at a time.

**Pulse shape.** Take $g\propto\operatorname{sech}^2(t/T)$ with the same FWHM. The half-maximum condition $\cosh(\tau/2T)=\sqrt2$ gives $T=\tau/1.763$. Evaluating the mean cosine numerically gives $R=0.818$, a change of $-5.7\%$. The result 0.87 therefore belongs to the Gaussian shape, not to every pulse with a 200 fs FWHM.

**Delayed force.** Suppose each part of the intensity produces a force spread over later times $u$ with weight $e^{-u/\tau_m}/\tau_m$. The total area is unchanged, but the integral in $A$ gains the factor

$$
\int_0^\infty\frac{e^{-u/\tau_m}}{\tau_m}e^{i\omega u}\,du
=\frac1{1-i\omega\tau_m},
$$

whose modulus is $1/\sqrt{1+\omega^2\tau_m^2}$. For a chosen memory time of 30 fs, $R$ becomes 0.852, a change of $-1.7\%$. The comparison is with an instantaneous kick of equal area.

**A force that remains.** Absorbed light may leave a long-lived force. Model it as $\kappa\int_{-\infty}^{t}g\,dt'$, which rises to $\kappa P$. A unit kick then produces

$$
\frac{\sin\omega t}{\omega}+\frac{\kappa}{\omega^2}(1-\cos\omega t).
$$

The constant term is the shift of equilibrium. The oscillation about it is larger by $\sqrt{1+\kappa^2/\omega^2}$, because the sine and cosine parts are a quarter period apart. Every kick in the pulse has this same response, so the factor multiplies $R$. For a final force equal to 10% of the peak force,

$$
\frac{\kappa}{\omega}=\frac{0.10}{\sqrt{2\pi}\,\omega s}
=\frac{0.10}{2.507\times0.534}=0.075 .
$$

The remaining force thus raises the oscillation amplitude after the 200 fs pulse by 0.28%, from 0.867 to 0.870 of the amplitude left by a short kick with no remaining force. The shift of equilibrium is separate and must be subtracted before the amplitude is read.

**Damping.** With $\ddot q+2\Gamma\dot q+\omega^2q=g$, a unit kick gives $e^{-\Gamma t}\sin(\omega_dt)/\omega_d$, where $\omega_d^2=\omega^2-\Gamma^2$. Trace the decaying envelope back to the pulse centre, and compare it with a short kick under the same damping. The ratio is the modulus of the mean of $e^{(\Gamma+i\omega_d)t'}$. For a Gaussian the mean of $e^{zt'}$ is $e^{z^2s^2/2}$, as completing the square shows, so

$$
R_\Gamma=e^{(\Gamma^2-\omega_d^2)s^2/2}
=e^{(2\Gamma^2-\omega^2)s^2/2}=R\,e^{\Gamma^2s^2}.
$$

For a chosen amplitude lifetime $1/\Gamma=10\,000$ fs, the change is only $+0.007\%$. The signal still decays later. That decay must not be mistaken for a weaker launch.

**Temperature and large angles.** In the linear model, random thermal motion with zero mean adds to the driven motion and leaves the average signal unchanged. Warming can also lower the magnon frequency. A 5% reduction gives $R=0.879$, a change of $+1.4\%$, where the impulsive reference $P/\omega$ uses the lowered frequency too. For larger angles, consider an antiferromagnet with one easy axis and an exchange coupling much stronger than its anisotropy. If the Néel vector swings in one plane through that axis, the restoring term $\omega^2q$ can be replaced by $(\omega^2/2)\sin2q$. A short kick of area $P$ then turns the vector to $\arcsin(P/\omega)$ rather than $P/\omega$, as energy conservation shows. For $P/\omega=0.01$ rad, numerical integration shows that the ratio to this nonlinear kick changes by about $-0.0003\%$. Measured against the linear value $P/\omega$ instead, the change is about $+0.0014\%$. Both are negligible at this amplitude.

### How close is this to a real magnet?

The 1 THz mode here has an energy of 0.0041 eV and stands for no particular material. The model needs a well-defined magnon with a steady frequency and weak damping, a condition that is easier to meet well below the ordering temperature. The 0.01 rad amplitude is chosen, not predicted from a laser fluence, and it cancels in $R$ as long as the response is linear.

In an absorbing sample, the force may not simply follow the intensity and then disappear. With the memory time and remaining force chosen above, the corrections are $-1.7\%$ and $+0.28\%$, but a real sample could have other values. Strong heating during the pulse could change the frequency while the magnon is being launched, and this constant-frequency model doesn't cover that. Changing the pulse shape at fixed FWHM altered $R$ by $-5.7\%$, so a measured intensity profile is worth more than a quoted FWHM. If the force follows the intensity, you can use that profile as $g$ in the integral for $A$ and divide the result by $P/\omega$ to obtain the ratio.

The numerical output below lists the values to more digits.

## Computed results

```
magnon frequency: 1.0 THz
magnon energy: 0.004136 eV
magnon period: 1000 fs
angular frequency: 0.006283 rad/fs
intensity FWHM: 200 fs
Gaussian standard deviation s: 84.93 fs
phase omega*tau: 1.2566 rad
phase omega*s: 0.5336 rad
16 ln 2: 11.0904 (no unit)
exponent omega^2 tau^2/(16 ln 2): 0.1424 (no unit)
R from formula: 0.8673 (no unit)
R from equation of motion: 0.8673 (no unit)
small-width estimate of R: 0.8576 (no unit)
energy ratio R^2: 0.7522 (no unit)
impulsive amplitude: 0.01000 rad
amplitude after the real pulse: 0.00867 rad
FWHM for R = 1/2: 441.3 fs
simulated R at FWHM 50 fs: 0.9911 (no unit)
simulated R at FWHM 100 fs: 0.9650 (no unit)
simulated R at FWHM 200 fs: 0.8673 (no unit)
simulated R at FWHM 400 fs: 0.5658 (no unit)
R if 200 fs is the field FWHM: 0.9313 (no unit)
R for derivative drive: 0.8673 (no unit)
Corrections: new R, then relative change of R
sech^2 pulse: 0.8180, -5.68 %
chosen force memory: 30 fs
force memory: 0.8523, -1.73 %
chosen residual force / peak force: 10 %
residual force: 0.8697, +0.28 %
chosen amplitude lifetime: 10000 fs
damping: 0.8673, +0.0072 %
chosen frequency softening: 5 %
softening: 0.8794, +1.40 %
anharmonicity: 0.8673, -0.00027 %
```
